# A failing check and its repair

Subject: Two-Band k·p Conduction Mass and Its Dependence on the Oxide Gap.

```python
"""
Result under test: for a conduction edge coupled to one valence state,
    1/m = 1 + E_P/Eg,   E_P = 2 |p|^2   (Hartree atomic units),
so at fixed p a smaller gap gives a lighter conduction electron.
Eg: energy gap; p: momentum matrix element between the two edge states;
m: conduction mass in free-electron masses; k: wave number from the edge.
A plane-wave crystal tests the formula and the need for the fixed-p condition.
The example lies in the rough regime of a hafnia memory capacitor.
"""
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.optimize import brentq

HA = pc["Hartree energy in eV"][0]
BOHR_NM = pc["Bohr radius"][0] * 1e9
FIELD_MVCM = pc["atomic unit of electric field"][0] * 1e-8
KB = pc["Boltzmann constant in eV/K"][0] / HA


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def curvature(energy, h=1e-3):
    return (energy(h) - 2 * energy(0.0) + energy(-h)) / h**2


def two_band_matrix(k, gap, p):
    return np.array([[gap + k**2 / 2, k * p],
                     [k * np.conj(p), k**2 / 2]])


def band(k, gap, p, index):
    return np.linalg.eigvalsh(two_band_matrix(k, gap, p))[index]


def mass_formula(gap, ep):
    return gap / (gap + ep)


def k_squared(energy, gap, ep):
    """Squared wave number at an energy measured from the valence edge."""
    b = energy - gap / 2 + ep / 2
    return 2 * (b - np.sqrt(b**2 + energy * (gap - energy)))


def tunnel_exponent(gap, ep, barrier, field):
    """WKB exponent of a triangular barrier below the conduction edge."""
    def decay(depth):
        return np.sqrt(max(0.0, -k_squared(gap - depth, gap, ep)))
    return 2 / field * quad(decay, 0, barrier, limit=200)[0]


# Example inputs
gap1, gap2, ep = 5.7 / HA, 4.7 / HA, 6.0 / HA
p = np.sqrt(ep / 2)
m1, m2 = mass_formula(gap1, ep), mass_formula(gap2, ep)

# Edge masses from diagonalization, with an arbitrary phase of p
for gap in (gap1, gap2):
    phase_p = p * np.exp(0.7j)
    cond = curvature(lambda k: band(k, gap, phase_p, 1))
    val = curvature(lambda k: band(k, gap, phase_p, 0))
    assert abs(cond * mass_formula(gap, ep) - 1) < 1e-4
    assert abs(val - (1 - ep / gap)) < 2e-5


def diagonalized_mass(gap):
    return 1 / curvature(lambda k: band(k, gap, p, 1))


dg = 1e-3
slope_numeric = (diagonalized_mass(gap1 + dg)
                 - diagonalized_mass(gap1 - dg)) / (2 * dg)
slope = ep / (gap1 + ep)**2
assert abs(slope_numeric / slope - 1) < 1e-3

# Valence admixture, level repulsion and non-parabolicity at small k
k_test = 0.02
vals, vecs = np.linalg.eigh(two_band_matrix(k_test, gap1, p))
assert abs(vecs[1, 1]**2 / (k_test * p / gap1)**2 - 1) < 0.01
repulsion = vals[1] - gap1 - k_test**2 / 2
assert abs(repulsion / (k_test**2 * p**2 / gap1) - 1) < 0.01
kinetic = vals[1] - gap1
a_numeric = (k_test**2 / (2 * m1) / kinetic - 1) / kinetic
a_formula = (1 - m1)**2 / gap1
assert abs(a_numeric / a_formula - 1) < 0.01

# Directional mass for one valence state, then for three p-like states
rng = np.random.default_rng(4)
p_vector = 0.2 * (rng.normal(size=3) + 1j * rng.normal(size=3))
for _ in range(5):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    found = curvature(lambda k: band(k, gap1, n @ p_vector, 1))
    expected = 1 + 2 * abs(n @ p_vector)**2 / gap1
    assert abs(found / expected - 1) < 1e-3

    def four_band_top(k):
        h = np.eye(4) * k**2 / 2
        h[0, 0] += gap1
        h[0, 1:] = h[1:, 0] = k * p * n
        return np.linalg.eigvalsh(h)[-1]
    assert abs(curvature(four_band_top) * m1 - 1) < 1e-4


# Plane-wave crystal at the zone boundary: potential 2 V cos(G x)
def crystal(period, v):
    g = 2 * np.pi / period
    q = (np.arange(-10, 10) + 0.5) * g
    potential = v * (np.eye(20, k=1) + np.eye(20, k=-1))
    e, u = np.linalg.eigh(np.diag(q**2 / 2) + potential)
    momentum = u.T @ np.diag(q) @ u
    inverse = 1 + sum(2 * momentum[1, j]**2 / (e[1] - e[j])
                      for j in range(20) if j != 1)
    numeric = curvature(lambda k: np.linalg.eigvalsh(
        np.diag((q + k)**2 / 2) + potential)[1])
    assert abs(inverse / numeric - 1) < 1e-4
    gap = e[1] - e[0]
    pair_ep = 2 * momentum[0, 1]**2
    return {"gap": gap, "ep": pair_ep, "p": abs(momentum[0, 1]),
            "two": mass_formula(gap, pair_ep), "full": 1 / numeric,
            "remote": inverse - 1 - pair_ep / gap}


def crystal_with_gap(period, target):
    v = brentq(lambda x: crystal(period, x)["gap"] - target, 0.01, 0.25)
    return v, crystal(period, v)


period1, period2 = 0.5 / BOHR_NM, 0.6 / BOHR_NM
g1 = 2 * np.pi / period1
weak = crystal(period1, 1e-3)
assert abs(weak["p"] / (g1 / 2) - 1) < 1e-3
v1, wide = crystal_with_gap(period1, gap1)
v2, narrow = crystal_with_gap(period1, gap2)
v3, stretched = crystal_with_gap(period2, gap2)
assert narrow["full"] < wide["full"]
assert abs(narrow["p"] / wide["p"] - 1) < 0.05
assert stretched["full"] > wide["full"]
assert stretched["ep"] / gap2 < wide["ep"] / gap1
assert wide["remote"] < 0 and narrow["remote"] < 0

# Real and imaginary wave numbers checked against the matrix itself
for energy in (0.3 * gap1, 0.8 * gap1, gap1 + 1 / HA):
    k = np.sqrt(complex(k_squared(energy, gap1, ep)))
    h = np.array([[gap1 + k**2 / 2, k * p], [k * p, k**2 / 2]])
    assert min(abs(np.linalg.eigvals(h) - energy)) < 1e-9

# Tunnelling at a rough operating field and electrode barrier
field, barrier, lower_barrier = 3.0 / FIELD_MVCM, 2.0 / HA, 1.5 / HA
thickness = 10.0 / BOHR_NM
drop = field * thickness
assert drop > barrier
small = 0.02 / HA
parabolic_small = 4 * np.sqrt(2 * m1) * small**1.5 / (3 * field)
assert abs(tunnel_exponent(gap1, ep, small, field)
           / parabolic_small - 1) < 0.01
parabolic = 4 * np.sqrt(2 * m1) * barrier**1.5 / (3 * field)
w1 = tunnel_exponent(gap1, ep, barrier, field)
w2 = tunnel_exponent(gap2, ep, barrier, field)
w3 = tunnel_exponent(gap2, ep, lower_barrier, field)
w_interband = tunnel_exponent(gap1, ep, gap1, field)
assert w3 < w2 < w1 < w_interband
assert w2 - w3 > w1 - w2

# Temperature, density of states and non-parabolicity
hot, room = 358.0, 300.0
thermal = 1.5 * KB * hot
nonpar_thermal = k_squared(gap1 + thermal, gap1, ep) / (2*m1*thermal) - 1
one_ev = 1.0 / HA
nonpar_ev = k_squared(gap1 + one_ev, gap1, ep) / (2*m1*one_ev) - 1
gap_slope = -0.5e-3 / HA
m_hot = mass_formula(gap1 + gap_slope * (hot - room), ep)
dos_mass = m1**(1 / 3)
nc = 2 * (dos_mass * KB * room / (2 * np.pi))**1.5
nc_quad = (np.sqrt(2) * dos_mass**1.5 / np.pi**2 * (KB * room)**1.5
           * quad(lambda y: 2 * y**2 * np.exp(-y**2), 0, np.inf)[0])
assert abs(nc / nc_quad - 1) < 1e-6
nc_cm3 = nc / (BOHR_NM * 1e-7)**3
density = 1e17

# Lowest-order phonon dressing: units of phonon energy and band mass
def self_energy(q0):
    def integrand(q):
        d = 1 + q**2 / 2
        return np.log((d + q0 * q) / (d - q0 * q)) / (2 * q0 * q)
    return np.sqrt(2) / np.pi * quad(integrand, 0, np.inf, limit=300)[0]


assert abs((self_energy(0.1) - 1) / 0.1**2 * 12 - 1) < 0.01
eps_fast, eps_static, phonon = 4.5, 25.0, 0.07 / HA


def coupling(m):
    return (1 / eps_fast - 1 / eps_static) * np.sqrt(m / (2 * phonon))


alpha1, alpha2 = coupling(m1), coupling(m2)
dressed1, dressed2 = m1 * (1 + alpha1 / 6), m2 * (1 + alpha2 / 6)
assert dressed2 < dressed1

show("Initial gap (rough hafnia value)", gap1 * HA, "eV", ".2f")
show("Reduced gap", gap2 * HA, "eV", ".2f")
show("Chosen E_P", ep * HA, "eV", ".2f")
show("Fixed momentum matrix element", p, "atomic units")
show("E_P/Eg, initial gap", ep / gap1)
show("E_P/Eg, reduced gap", ep / gap2)
show("Two-band mass, initial gap", m1, "m_e")
show("Two-band mass, reduced gap", m2, "m_e")
show("Mass change on gap reduction", 100 * (m2 / m1 - 1), "%", ".2f")
show("Slope dm/dEg at initial gap", slope / HA, "m_e/eV")
show("Valence curvature, initial gap", 1 - ep / gap1, "1/m_e")
show("Valence curvature, reduced gap", 1 - ep / gap2, "1/m_e")
show("Crystal period", period1 * BOHR_NM, "nm", ".2f")
show("Weak-potential E_P = G^2/2", g1**2 / 2 * HA, "eV", ".3f")
for name, v, c in (("wide gap", v1, wide), ("narrow gap", v2, narrow),
                   ("stretched, narrow gap", v3, stretched)):
    print(f"Crystal {name}: V = {v*HA:.3f} eV, Eg = {c['gap']*HA:.2f} eV,"
          f" E_P = {c['ep']*HA:.3f} eV")
    print(f"  masses: two-band {c['two']:.4f} m_e, all bands"
          f" {c['full']:.4f} m_e; remote part of 1/m"
          f" {c['remote']:.4f} 1/m_e")
show("Stretched crystal period", period2 * BOHR_NM, "nm", ".2f")
show("Change of p, wide to narrow", 100*(narrow["p"]/wide["p"]-1), "%", ".2f")
show("Density-of-states mass, one valence state", dos_mass, "m_e")
show("Non-parabolic coefficient a", a_formula / HA, "1/eV")
show("Upper temperature of use", hot, "K", ".0f")
show("Mean thermal energy there", thermal * HA * 1000, "meV", ".1f")
show("Non-parabolic correction, thermal", 100*nonpar_thermal, "%", ".3f")
show("Non-parabolic correction at 1 eV", 100 * nonpar_ev, "%", ".2f")
show("Assumed gap slope", gap_slope * HA * 1000, "meV/K", ".2f")
show("Mass change, 300 K to 358 K", 100 * (m_hot / m1 - 1), "%", ".3f")
show("Effective density of states at 300 K", nc_cm3, "cm^-3", ".3e")
show("Assumed electron density", density, "cm^-3", ".1e")
show("Density / effective density of states", density / nc_cm3)
print(f"Assumed dielectric constants: {eps_fast:.1f} (fast),"
      f" {eps_static:.1f} (static)")
show("Assumed phonon energy", phonon * HA * 1000, "meV", ".0f")
print(f"Phonon coupling: {alpha1:.3f} (initial), {alpha2:.3f} (reduced)")
print(f"Dressed mass, m(1+alpha/6): {dressed1:.4f} m_e (initial),"
      f" {dressed2:.4f} m_e (reduced)")
show("Alternative m/(1-alpha/6), initial", m1/(1-alpha1/6), "m_e")
show("Film thickness", thickness * BOHR_NM, "nm", ".1f")
show("Operating field", field * FIELD_MVCM, "MV/cm", ".2f")
show("Voltage across film", drop * HA, "V", ".2f")
show("Field / assumed 4.5 MV/cm breakdown", field * FIELD_MVCM / 4.5)
print(f"Electrode barriers: {barrier*HA:.2f} eV and"
      f" {lower_barrier*HA:.2f} eV")
show("Parabolic tunnel exponent, initial gap", parabolic, "", ".2f")
show("Two-band tunnel exponent, initial gap", w1, "", ".2f")
show("Exponent, reduced gap and same barrier", w2, "", ".2f")
show("Exponent, reduced gap and lower barrier", w3, "", ".2f")
show("Tunnel factor gain, same barrier", np.exp(w1 - w2), "", ".3g")
show("Tunnel factor gain, lower barrier", np.exp(w1 - w3), "", ".3g")
show("Band-to-band tunnel exponent", w_interband, "", ".1f")
print("all assertions hold")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 134, in <module>
    weak = crystal(period1, 1e-3)
           ^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 119, in crystal
    assert abs(inverse / numeric - 1) < 1e-4
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The fault was in the program's numerical differentiation, not in the physics. In the weak-potential crystal the gap is only about 0.002 hartree, so the fixed wave-number step of 0.001 reached beyond the parabolic part of the band and gave a wrong curvature. All curvatures now use a five-point difference, and in the crystal the step is scaled to the gap divided by the momentum matrix element. No tested quantity, case or tolerance is changed.

The change:

```diff
@@ -24,5 +24,7 @@
 
 def curvature(energy, h=1e-3):
-    return (energy(h) - 2 * energy(0.0) + energy(-h)) / h**2
+    """Five-point second derivative at zero."""
+    return (-energy(2 * h) + 16 * energy(h) - 30 * energy(0.0)
+            + 16 * energy(-h) - energy(-2 * h)) / (12 * h**2)
 
 
@@ -115,10 +117,13 @@
     inverse = 1 + sum(2 * momentum[1, j]**2 / (e[1] - e[j])
                       for j in range(20) if j != 1)
+    gap = e[1] - e[0]
+    pair_p = abs(momentum[0, 1])
+    pair_ep = 2 * pair_p**2
+    # The band is parabolic only for k well below gap / pair_p.
+    step = 0.01 * gap / pair_p
     numeric = curvature(lambda k: np.linalg.eigvalsh(
-        np.diag((q + k)**2 / 2) + potential)[1])
+        np.diag((q + k)**2 / 2) + potential)[1], step)
     assert abs(inverse / numeric - 1) < 1e-4
-    gap = e[1] - e[0]
-    pair_ep = 2 * momentum[0, 1]**2
-    return {"gap": gap, "ep": pair_ep, "p": abs(momentum[0, 1]),
+    return {"gap": gap, "ep": pair_ep, "p": pair_p,
             "two": mass_formula(gap, pair_ep), "full": 1 / numeric,
             "remote": inverse - 1 - pair_ep / gap}
```

After the repair:

```
Initial gap (rough hafnia value): 5.70 eV
Reduced gap: 4.70 eV
Chosen E_P: 6.00 eV
Fixed momentum matrix element: 0.3320 atomic units
E_P/Eg, initial gap: 1.0526
E_P/Eg, reduced gap: 1.2766
Two-band mass, initial gap: 0.4872 m_e
Two-band mass, reduced gap: 0.4393 m_e
Mass change on gap reduction: -9.84 %
Slope dm/dEg at initial gap: 0.0438 m_e/eV
Valence curvature, initial gap: -0.0526 1/m_e
Valence curvature, reduced gap: -0.2766 1/m_e
Crystal period: 0.50 nm
Weak-potential E_P = G^2/2: 6.016 eV
Crystal wide gap: V = 3.026 eV, Eg = 5.70 eV, E_P = 7.418 eV
  masses: two-band 0.4345 m_e, all bands 0.4979 m_e; remote part of 1/m -0.2929 1/m_e
Crystal narrow gap: V = 2.446 eV, Eg = 4.70 eV, E_P = 6.961 eV
  masses: two-band 0.4031 m_e, all bands 0.4336 m_e; remote part of 1/m -0.1747 1/m_e
Crystal stretched, narrow gap: V = 2.562 eV, Eg = 4.70 eV, E_P = 5.562 eV
  masses: two-band 0.4580 m_e, all bands 0.5813 m_e; remote part of 1/m -0.4629 1/m_e
Stretched crystal period: 0.60 nm
Change of p, wide to narrow: -3.13 %
Density-of-states mass, one valence state: 0.7869 m_e
Non-parabolic coefficient a: 0.0461 1/eV
Upper temperature of use: 358 K
Mean thermal energy there: 46.3 meV
Non-parabolic correction, thermal: 0.213 %
Non-parabolic correction at 1 eV: 4.25 %
Assumed gap slope: -0.50 meV/K
Mass change, 300 K to 358 K: -0.262 %
Effective density of states at 300 K: 1.752e+19 cm^-3
Assumed electron density: 1.0e+17 cm^-3
Density / effective density of states: 0.0057
Assumed dielectric constants: 4.5 (fast), 25.0 (static)
Assumed phonon energy: 70 meV
Phonon coupling: 1.773 (initial), 1.684 (reduced)
Dressed mass, m(1+alpha/6): 0.6312 m_e (initial), 0.5625 m_e (reduced)
Alternative m/(1-alpha/6), initial: 0.6916 m_e
Film thickness: 10.0 nm
Operating field: 3.00 MV/cm
Voltage across film: 3.00 V
Field / assumed 4.5 MV/cm breakdown: 0.6667
Electrode barriers: 2.00 eV and 1.50 eV
Parabolic tunnel exponent, initial gap: 44.95
Two-band tunnel exponent, initial gap: 43.49
Exponent, reduced gap and same barrier: 40.58
Exponent, reduced gap and lower barrier: 26.76
Tunnel factor gain, same barrier: 18.3
Tunnel factor gain, lower barrier: 1.85e+07
Band-to-band tunnel exponent: 177.9
all assertions hold
```
